\section*{Current-mirror mismatch from independent threshold fluctuations in weak inversion}

\section{The linear law and its weak-inversion value}

A current mirror made from two nominally equal MOS transistors, whose threshold voltages fluctuate independently with standard deviation $\sigma_{VT}$ each, has a relative current error
\begin{equation}
\sigma\!\left(\frac{I_{\rm out}}{I_{\rm in}}\right)\simeq
\frac{g_m}{I_D}\,\sqrt2\,\sigma_{VT},
\qquad
\frac{g_m}{I_D}\simeq\frac{1}{nU_T}\ \ \hbox{in weak inversion}.
\label{main}
\end{equation}
Here $I_D$ is the drain current, $g_m=\partial I_D/\partial V_G$ is the transconductance, and $g_m/I_D$ is called the transconductance efficiency. The thermal voltage is $U_T=k_BT/q$, with $q>0$ the elementary charge, and $n$ is a slope factor somewhat larger than one, derived below. The left-hand side is the standard deviation of the output current over many mirrors, relative to the input current. The first relation is of leading order in the fluctuation and holds at every inversion level for which the assumptions below are good. The second gives the size of the efficiency when few electrons are present in the channel. Equations are in SI form and numbers are in the units used for devices.

The transistors are n-channel devices, M1 and M2, with their sources and bodies grounded and their gates joined at the voltage $V_G$. The gate of M1 is also connected to its drain, and a source forces the current $I_{\rm in}$ into that node. The gate voltage therefore settles at whatever value makes M1 carry $I_{\rm in}$. M2 receives the same gate voltage and delivers $I_{\rm out}$. Both are taken to be saturated, which means that their currents do not depend on their drain voltages. With identical transistors the two currents would then be equal.

The central assumption is that a threshold fluctuation moves the whole current characteristic along the gate-voltage axis without changing its shape:
\begin{equation}
I_D=f(V_G-V_T).
\label{rigid}
\end{equation}
This is so for a uniform fixed charge at the oxide interface (not for charge in interface traps, which varies with the surface potential) or a change of gate work function, because each changes the flat-band voltage, and the gate voltage enters the electrostatics only through its difference from the flat-band voltage. A fluctuation in the number of dopants obeys (\ref{rigid}) only approximately, and the second half estimates the size of the departure from a uniform change of doping. From (\ref{rigid}), the derivative with respect to $V_T$ has the same magnitude as that with respect to $V_G$ and the opposite sign:
\begin{equation}
\frac{\partial I_D}{\partial V_T}=-f'(V_G-V_T)=-g_m .
\label{gmvt}
\end{equation}
This is the reason why the transconductance appears in a mismatch formula. A threshold error acts as an unwanted signal at the gate, and the transistor amplifies it as it would any other gate signal.

Let $u_0$ be the gate overdrive at which the common characteristic gives the input current, so that $f(u_0)=I_{\rm in}$. M1 requires $V_G-V_{T1}=u_0$, and hence $V_G=V_{T1}+u_0$. The overdrive of M2 is
\begin{equation}
V_G-V_{T2}=u_0-(V_{T2}-V_{T1})=u_0-\Delta,
\qquad \Delta=V_{T2}-V_{T1}.
\end{equation}
The output current is therefore $f(u_0-\Delta)$. Expanding its logarithm about $u_0$ gives
\begin{equation}
\ln\frac{I_{\rm out}}{I_{\rm in}}
=\ln f(u_0-\Delta)-\ln f(u_0)
=-\frac{f'(u_0)}{f(u_0)}\Delta+O(\Delta^2)
=-\frac{g_m}{I_D}\Delta+O(\Delta^2).
\label{logratio}
\end{equation}
For a small argument $\ln(1+\epsilon)\simeq\epsilon$, so the relative error of one particular mirror is
\begin{equation}
\frac{I_{\rm out}-I_{\rm in}}{I_{\rm in}}\simeq-\frac{g_m}{I_D}\,\Delta .
\label{single}
\end{equation}
The minus sign says that M2 carries too little current when its threshold is the higher one. A shift common to both transistors leaves $\Delta$ unchanged and produces no error: the gate voltage follows the shift of M1, and M2 needs precisely that correction.

To pass from one mirror to a population, write $V_{Ti}=\overline{V_T}+\delta_i$, where the averages of $\delta_1$ and $\delta_2$ vanish and each has variance $\sigma_{VT}^2$. Then $\Delta=\delta_2-\delta_1$ and
\begin{equation}
\langle\Delta^2\rangle
=\langle\delta_2^2\rangle+\langle\delta_1^2\rangle
-2\langle\delta_1\delta_2\rangle
=2\sigma_{VT}^2 .
\label{variance}
\end{equation}
The cross term vanishes because the fluctuations are independent. The diode-connected transistor contributes as much as the output transistor, because its threshold error is transferred in full to the gate line. The square root of (\ref{variance}), multiplied by the efficiency in (\ref{single}), is the first relation in (\ref{main}). If $\sigma_{VT}$ is quoted for the difference of a pair, instead of for one device, it already contains the factor $\sqrt2$, which must then not be applied again.

It remains to find the efficiency in weak inversion. Take a uniformly doped p-type body with acceptor density $N_A$ and permittivity $\varepsilon_s$, under an oxide of capacitance $C_{\rm ox}$ per unit area. Let $\psi$ be the electrostatic potential measured from the neutral body, $\psi_s$ its value at the silicon surface, and $x$ the depth. The channel is long, so that the potential varies much faster with depth than along the channel. In weak inversion the electrons are too few to affect the potential, while the holes have density $N_Ae^{-\psi/U_T}$. Poisson's equation is then
\begin{equation}
\frac{d^2\psi}{dx^2}=\frac{qN_A}{\varepsilon_s}
\left(1-e^{-\psi/U_T}\right).
\end{equation}
Multiplying by $2\,d\psi/dx$ makes the left side the derivative of $(d\psi/dx)^2$. Integration from the neutral body, where both $\psi$ and the field vanish, to the surface gives the surface field $E_s=-d\psi/dx|_{x=0}$:
\begin{equation}
E_s^2=\frac{2qN_A}{\varepsilon_s}
\left[\psi_s-U_T\left(1-e^{-\psi_s/U_T}\right)\right]
\simeq\frac{2qN_A}{\varepsilon_s}(\psi_s-U_T).
\label{field}
\end{equation}
The exponential has been dropped because $\psi_s$ is many times $U_T$. The term $-U_T$ remains: it accounts for the holes at the blurred edge of the depleted layer.

The gate voltage in excess of its flat-band value $V_{FB}$ is divided between the silicon and the oxide. Continuity of electric displacement makes the oxide voltage $\varepsilon_sE_s/C_{\rm ox}$, so
\begin{equation}
V_G-V_{FB}=\psi_s+\gamma\sqrt{\psi_s-U_T},
\qquad
\gamma=\frac{\sqrt{2q\varepsilon_sN_A}}{C_{\rm ox}} .
\label{gate}
\end{equation}
Differentiation defines the slope factor:
\begin{equation}
n=\frac{dV_G}{d\psi_s}
=1+\frac{\gamma}{2\sqrt{\psi_s-U_T}} .
\label{slope}
\end{equation}
Part of any gate-voltage change is used in the oxide to charge the depletion layer, which is why $n>1$. For a given gate voltage, (\ref{gate}) is a quadratic equation for $y=\sqrt{\psi_s-U_T}$, namely $y^2+\gamma y-(V_G-V_{FB}-U_T)=0$. Its positive root is
\begin{equation}
y=-\frac{\gamma}{2}+\sqrt{\frac{\gamma^2}{4}+V_G-V_{FB}-U_T}.
\label{root}
\end{equation}

The electrons follow Boltzmann statistics. With $V$ the channel voltage, that is, the separation of the electron and hole quasi-Fermi levels divided by $q$, their surface density is
\begin{equation}
n_s=\frac{n_i^2}{N_A}e^{(\psi_s-V)/U_T},
\end{equation}
where $n_i$ is the intrinsic density. Near the surface $\psi\simeq\psi_s-E_sx$, so the density falls as $e^{-E_sx/U_T}$. The electron charge per unit area has the magnitude
\begin{equation}
Q=q n_s\int_0^\infty e^{-E_sx/U_T}\,dx=\frac{qn_sU_T}{E_s}.
\label{charge}
\end{equation}

The current, including both drift and diffusion, is driven by the gradient of the electron quasi-Fermi level. With constant mobility $\mu$, channel width $W$ and distance $z$ from source to drain, it is $I_D=\mu WQ\,dV/dz$, counted positive from drain to source. The same current flows at every $z$, so integration over the channel length $L$ gives
\begin{equation}
I_D=\mu\frac WL\int_0^{V_{DS}}Q(V)\,dV .
\label{channel}
\end{equation}
In weak inversion (\ref{gate}) does not contain $V$. The surface potential is then uniform along the channel, and $Q(V)=Q_0e^{-V/U_T}$, where $Q_0$ is the value at the source. Hence
\begin{equation}
I_D=\mu\frac WL U_TQ_0\left(1-e^{-V_{DS}/U_T}\right).
\label{weak}
\end{equation}
A drain voltage of several $U_T$ is enough for saturation. Since the surface potential is uniform, there is no drift field along the channel, and the current is carried by diffusion from the electron-rich source end to the drain.

The gate enters (\ref{weak}) through $Q_0$. By (\ref{field}) and (\ref{charge}), apart from a constant,
\begin{equation}
\ln Q_0=\frac{\psi_s}{U_T}-\frac12\ln(\psi_s-U_T)+\hbox{const}.
\end{equation}
The chain rule with $d\psi_s/dV_G=1/n$ then gives
\begin{equation}
\frac{g_m}{I_D}=\frac{d\ln I_D}{dV_G}
=\frac1{nU_T}\left[1-\frac{U_T}{2(\psi_s-U_T)}\right].
\label{efficiency}
\end{equation}
The second term in the bracket arises because a stronger surface field squeezes the electrons into a thinner layer. It is small, since $\psi_s\gg U_T$, and dropping it gives the second relation in (\ref{main}). As $n$ varies slowly with gate voltage, the current is locally exponential, $I_D\propto\exp[(V_G-V_T)/(nU_T)]$. The mismatch in weak inversion is therefore nearly independent of the current. Lowering the current does not improve the matching, because the signal and its error shrink together.

\section{Bias range, large fluctuations and a silicon mirror}

In what follows $\Delta=V_{T2}-V_{T1}$ is the threshold difference, with standard deviation $\sqrt2\,\sigma_{VT}$; $Q$ is the magnitude of the electron charge per area, equal to $Q_0$ at the source; and $n=dV_G/d\psi_s$ is the slope factor. The results carried over are $\ln(I_{\rm out}/I_{\rm in})\simeq-(g_m/I_D)\Delta$ and the weak-inversion efficiency, close to $1/(nU_T)$. The first of these did not require weak inversion, so its use over a range of currents needs the efficiency outside that regime.

As the electron charge grows, it takes up an extra voltage $Q/C_{\rm ox}$ in the oxide. Treat the electrons as a thin sheet, hold $n$ constant, and neglect the small effect of the field on the thickness of the sheet. Small changes then obey
\begin{equation}
dV_G=n\,d\psi_s+\frac{dQ}{C_{\rm ox}},
\qquad
\frac{dQ}{Q}=\frac{d\psi_s-dV}{U_T}.
\end{equation}
Substituting $d\psi_s=U_T\,dQ/Q+dV$ from the second relation into the first gives
\begin{equation}
dV_G-n\,dV=nU_T(1+a)\frac{dQ}{Q},
\qquad a=\frac{Q}{nC_{\rm ox}U_T}.
\label{balance}
\end{equation}
Weak inversion is the regime $a\ll1$. Along the channel $V_G$ is fixed, so $dV=-U_T(1+a)\,dQ/Q$. In saturation $Q$ falls from $Q_0$ to nearly zero, and (\ref{channel}) becomes
\begin{equation}
I_D=\mu\frac WL U_T\int_0^{Q_0}(1+a)\,dQ
=\mu\frac WL U_TQ_0\left(1+\frac{a_0}{2}\right),
\label{allcurrent}
\end{equation}
where $a_0$ is $a$ at the source. Its differential is $dI_D=\mu(W/L)U_T(1+a_0)\,dQ_0$. At the source $V=0$, and (\ref{balance}) gives $(1+a_0)\,dQ_0=Q_0\,dV_G/(nU_T)$. The factors $1+a_0$ cancel, leaving $g_m=\mu(W/L)Q_0/n$ and
\begin{equation}
\frac{g_m}{I_D}=\frac1{nU_T}\,\frac1{1+a_0/2}.
\end{equation}
To express this through the current, put $I_0=\mu(W/L)nC_{\rm ox}U_T^2$. Equation (\ref{allcurrent}) reads $I_D/I_0=a_0+a_0^2/2$, whose positive solution is $1+a_0=\sqrt{1+2I_D/I_0}$. Therefore
\begin{equation}
\frac{g_m}{I_D}=\frac1{nU_T}\,
\frac{2}{1+\sqrt{1+2I_D/I_0}} .
\label{allgm}
\end{equation}
For $I_D\ll I_0$ the last factor tends to one. For $I_D\gg I_0$ it tends to $\sqrt{2I_0/I_D}$, and the mismatch falls as the inverse square root of the current, as long as the mobility stays constant. The threshold difference is the same in both limits. What changes is the transistor's response to it.

For an example, take silicon at 300 K with a gap of 1.12 eV, $n_i=1.0\times10^{10}$ cm$^{-3}$, $N_A=5\times10^{17}$ cm$^{-3}$, a 4 nm oxide, $\mu=300$ cm$^2$/Vs and $W=L=2$ $\mu$m. Then $U_T=25.85$ mV, $C_{\rm ox}=0.863$ $\mu$F/cm$^2$ and $\gamma=0.472$ V$^{1/2}$. The gate is n-type polysilicon with its Fermi level at the conduction-band edge, so $V_{FB}=-0.56\,\hbox{V}-U_T\ln(N_A/n_i)=-1.018$ V. Each transistor has $\sigma_{VT}=1.5$ mV, and the input current is 10 nA.

The reference current for this device was computed without assuming either weak inversion or a charge sheet. Electrons were kept in the first integral of Poisson's equation, the surface potential was found by bisection, and the electron charge and its integral (\ref{channel}) were evaluated by Gaussian quadrature with the drain at 1.0 V. This calculation gives 10 nA at $V_G=0.2958$ V. Equation (\ref{root}) then yields
\begin{equation}
y=-0.236+\sqrt{0.0557+0.2958+1.018-0.0259}=0.923\ \hbox{V}^{1/2},
\end{equation}
so that $\psi_s=0.878$ V and $n=1+0.472/(2\times0.923)=1.256$. Hence $1/(nU_T)=30.8$ V$^{-1}$, and the bracket in (\ref{efficiency}) lowers this to 30.3 V$^{-1}$. A central difference of the numerical current gives 29.65 V$^{-1}$. Most of the remaining gap is due to the electron charge: here $I_0=217$ nA, and the last factor of (\ref{allgm}) is 0.978, which turns 30.3 into 29.7 V$^{-1}$.

The pair has $\sqrt2\,\sigma_{VT}=2.121$ mV, and the linear law gives
\begin{equation}
\sigma\!\left(\frac{I_{\rm out}}{I_{\rm in}}\right)
\simeq29.65\ \hbox{V}^{-1}\times2.121\times10^{-3}\ \hbox{V}
=0.0629,
\end{equation}
or 6.3 per cent of the input current. For comparison, 400,000 mirrors were drawn at random at each of several currents. Each had two independent Gaussian thresholds; M1 fixed the gate voltage on the numerical current curve, and M2 was evaluated at that voltage. Both used the curve for a drain voltage of 1.0 V, which separates threshold mismatch from drain effects. With $\sigma_{VT}$ held fixed, the results were
\begin{equation}
\begin{array}{rrrr}
I_{\rm in} & g_m/I_D\ (\hbox{V}^{-1}) & \hbox{linear law} & \hbox{sampled}\\
1\ \hbox{nA} & 29.99 & 6.36\% & 6.37\%\\
10\ \hbox{nA} & 29.65 & 6.29\% & 6.30\%\\
100\ \hbox{nA} & 25.58 & 5.43\% & 5.43\%\\
1\ \mu\hbox{A} & 14.60 & 3.10\% & 3.09\%\\
10\ \mu\hbox{A} & 5.80 & 1.23\% & 1.23\%
\end{array}
\end{equation}
The sampled error divided by the efficiency stays between 2.118 and 2.125 mV, while the efficiency itself changes fivefold. This is the proportionality in question. Equation (\ref{allgm}) accounts for the fall of the efficiency: at 1 $\mu$A, for instance, $I_D/I_0=4.6$ and it gives 14.7 V$^{-1}$. At the low end the efficiency is not strictly constant. It is 29.75 V$^{-1}$ at 0.1 nA, slightly below its value at 1 nA, because a smaller band bending makes $n$ in (\ref{slope}) larger.

A designer can use the same relation at fixed current. Reducing $W/L$ lowers $I_0$ and moves the transistor towards strong inversion. Once $I_D$ is no longer small compared with $I_0$, this reduces the threshold part of the current error, provided that $\sigma_{VT}$ does not grow in the process and that the circuit can supply the larger gate and saturation voltages.

The linear law needs a small exponent as well as a rigid shift. In weak inversion, write $s=\sqrt2\,\sigma_{VT}/(nU_T)$, or more accurately $s=\sqrt2\,\sigma_{VT}\,g_m/I_D$. If the thresholds are Gaussian and the efficiency is constant over their spread, the ratio is $R=I_{\rm out}/I_{\rm in}=e^{X}$, with $X$ Gaussian, of zero mean and variance $s^2$. For any number $k$, completing the square gives
\begin{equation}
\langle e^{kX}\rangle
=\int_{-\infty}^{\infty}\frac{dX}{\sqrt{2\pi}\,s}\,
e^{-(X-ks^2)^2/2s^2}\,e^{k^2s^2/2}
=e^{k^2s^2/2}.
\end{equation}
With $k=1$ this is the mean of $R$, and with $k=2$ the mean of $R^2$. The variance is $e^{2s^2}-e^{s^2}$, so
\begin{equation}
\langle R\rangle=e^{s^2/2},\qquad
\sigma(R)=e^{s^2/2}\sqrt{e^{s^2}-1}
\simeq s\left(1+\frac34s^2\right).
\label{lognormal}
\end{equation}
The expansion multiplies $1+s^2/2$ from the first factor by $s(1+s^2/4)$ from the root. The median of $R$ remains one, since $X$ is as often positive as negative, but the mean exceeds one: a threshold that is too low adds more current than an equal error in the other direction removes. For $s=0.063$ the correction to the spread is 0.3 per cent of its value. For a much smaller transistor with $\sigma_{VT}=10$ mV, at 1 nA, $s=0.424$, and (\ref{lognormal}) gives a mean of 1.094 and a standard deviation of 0.486. Sampling gave 1.093 and 0.485. The linear law, which would give 0.424, is then too low by about an eighth of the true spread.

Proportionality also fails when something other than the threshold fluctuates. Let the current of device $i$ be $e^{b_i}f(V_G-V_{Ti})$, where the small gain errors $b_i$ are independent of each other and of the thresholds, with standard deviation $\sigma_\beta$. M1 now needs $\ln f(V_G-V_{T1})=\ln I_{\rm in}-b_1$, and M2 adds $b_2$ to its own logarithm. To first order,
\begin{equation}
\ln\frac{I_{\rm out}}{I_{\rm in}}\simeq b_2-b_1-\frac{g_m}{I_D}\Delta,
\qquad
\sigma^2(R)\simeq2\sigma_\beta^2
+2\left(\frac{g_m}{I_D}\right)^2\sigma_{VT}^2 .
\end{equation}
With $\sigma_\beta=0.5$ per cent, the total at 10 nA rises only from 6.29 to 6.33 per cent. At 10 $\mu$A it rises from 1.23 to 1.42 per cent, and sampling with gain errors included also gave 1.42 per cent. The gain term sets a floor that a lower efficiency cannot remove.

Dopant fluctuations test the rigid shift itself. Extra acceptors increase the depletion charge, and the corresponding term in (\ref{gate}) changes by $\frac12\gamma\sqrt{\psi_s-U_T}\,\delta N_A/N_A$, which grows with band bending. This term is 2.18 mV for a 1 per cent increase at 10 nA; the change of $V_{FB}$ and the extra band bending needed to keep the current add contributions that depend little on the current. The threshold shift therefore depends on the current at which it is read. For a uniform doping increase of 1 per cent, the numerical model needs 2.48 mV more gate voltage at 100 nA but 2.41 mV more at 10 nA. A threshold read at the higher current thus overestimates the change of $\ln I_D$ at the lower one: 0.0735 against 0.0714, an excess of 3 per cent. This is a uniform change and does not describe the random positions of individual dopants, which could also alter the current path.

The parameters are rough values for bulk silicon transistors of the 180 nm class, and a threshold spread of the order of a millivolt is reasonable for a gate area of a few square micrometres. Real devices have graded doping and a mobility that depends on field, so the gate voltage and the high-current efficiencies found here are illustrative. One assumption whose failure can be costly is that of a current independent of drain voltage. If the current rises by a fraction $\delta V_{DS}/V_A$, with a rough Early voltage $V_A=15$ V, the drain voltages of 0.296 V for M1 and 1.0 V for M2 give an error of $0.704/15=4.7$ per cent. This is comparable with the random error, but it is systematic: it shifts the mean ratio, and equal drain voltages would remove it. Incomplete saturation of M1 in the ideal long-channel model contributes only $e^{-0.2958/0.02585}$, about 0.001 per cent, at 10 nA. The drain voltage of M1 equals $V_G$ and falls with the current, so this error grows to about 0.4 per cent at 0.1 nA ($V_G=0.14$ V) and about 8 per cent at 10 pA, where M1 can no longer be treated as saturated. A temperature difference of 0.1 K between the devices gives 0.34 per cent, computed with the temperature dependence of $n_i$ and $V_{FB}$ but at fixed gap and mobility. With both devices at 350 K and the current and $\sigma_{VT}$ unchanged, the efficiency falls to 25.2 V$^{-1}$ and the random error to 5.4 per cent, mainly because $U_T$ is larger.

In weak inversion, quantum confinement changes the efficiency slightly. In a triangular well of field $E_s$, the lowest electron level lies at $\mathcal E_1=2.338(\hbar^2/2m)^{1/3}(qE_s)^{2/3}$ above the band edge, where 2.338 is the magnitude of the first zero of the Airy function. With $E_s=0.363$ MV/cm and a rough mass $m$ of 0.92 free-electron masses, this is 89 meV. If only this level is occupied, $Q_0\propto\exp[(\psi_s-\mathcal E_1/q)/U_T]$, since the density of states in the plane does not depend on the field. As $\mathcal E_1\propto(\psi_s-U_T)^{1/3}$, the weak-inversion efficiency becomes
\begin{equation}
\frac{g_m}{I_D}=\frac{1}{nU_T}
\left[1-\frac{\mathcal E_1/q}{3(\psi_s-U_T)}\right]
=29.7\ \hbox{V}^{-1},
\end{equation}
about 2 per cent below the classical 30.3 V$^{-1}$ at the same surface potential. In silicon at 300 K higher levels are also occupied, so this one-level result only estimates the size of the effect. The mismatch falls in the same proportion, because a rigid threshold shift still acts as a gate signal. Boltzmann statistics are adequate at 10 nA, where the surface electron density is about 0.4 per cent of a rough conduction-band density of states of $2.8\times10^{19}$ cm$^{-3}$. At 10 $\mu$A the classical surface density is comparable with this value, and Fermi--Dirac statistics would lower the efficiency by about 1 per cent. At that current confinement matters more: it places the electrons roughly a nanometre further from the interface, which lowers the effective oxide capacitance and reduces the efficiency by several per cent.
